\section*{The plasmon finite-size correction to the electron gas energy}

\section*{Question}

I am running diffusion Monte Carlo on the unpolarized three-dimensional electron gas at $r_s=2$, with $N=54$ electrons in a simple cubic periodic cell, the Ewald interaction and twist averaging. I was told that my energy still needs a finite-size correction, which is ``the missing zero-point energy of the $k=0$ plasmon''. I do not follow this. At $k=0$ the density component is just $N$, which cannot oscillate, so what plasmon is meant? A uniform displacement has three directions, so how many zero-point energies are missing? What is the correction per electron for my cell, what is its sign, and how far can I trust it?

\section*{Answer}

You are right that the cell has no $k=0$ plasmon. The correction is the $k\to0$ limit of the energy carried by each wavevector, which the sum over the cell's wavevectors leaves out. I use Hartree atomic units, cell volume $\Omega=L^3$, density $n=N/\Omega=3/(4\pi r_s^3)$, $v_k=4\pi/k^2$ and $\omega_p^2=4\pi n=3/r_s^3$. A primed sum runs over the nonzero reciprocal vectors $\mathbf k$ of the cell. The correction is $\Delta E=Ne_\infty-E_N$, with $e_\infty$ the bulk energy per electron, so it is added to the cell energy $E_N$. I assume that the error of the noninteracting kinetic energy has been removed. Twist averaging alone leaves a residue when $N$ is held fixed at every twist, because the averaged occupation is then not a sharp Fermi sphere. For your cell, filling the 27 lowest plane waves per spin at each twist gives $0.27683$ Ha per electron against the bulk $0.27624$ Ha, and that $0.6$ mHa excess has to be subtracted separately.

\subsection*{The error is an integral minus a sum}

The Ewald energy is $\frac12\sum_{i\ne j}v_E(\mathbf r_i-\mathbf r_j)+\frac12Nv_M$ with $v_E(\mathbf r)=\Omega^{-1}\sum'_{\mathbf k}v_ke^{i\mathbf k\cdot\mathbf r}$; the neutralizing background removes $\mathbf k=0$. Define $\rho_{\mathbf k}=\sum_je^{-i\mathbf k\cdot\mathbf r_j}$ and $S(k)=\langle|\rho_{\mathbf k}|^2\rangle/N$. The $N$ terms $i=j$ of $|\rho_{\mathbf k}|^2$ each equal 1, so $\sum_{i\ne j}e^{i\mathbf k\cdot(\mathbf r_i-\mathbf r_j)}=|\rho_{\mathbf k}|^2-N$ and
\begin{equation}
V_N=\frac n2{\sum_{\mathbf k}}'v_k\,[S(k)-1]+\frac N2v_M .
\end{equation}
The Madelung term is the interaction of an electron with its images and background, $v_M=\lim_{r\to0}[v_E(\mathbf r)-1/r]$. Since $1/r=\int d^3k\,v_ke^{i\mathbf k\cdot\mathbf r}/(2\pi)^3$, this is $v_M=\Omega^{-1}\sum'v_k-\int d^3k\,v_k/(2\pi)^3$, with the same large-$k$ cutoff on both pieces ($v_ML=-2.837297$ for the simple cubic cell). Inserting it cancels the sum over $-v_k$:
\begin{align}
V_N&=\frac n2{\sum_{\mathbf k}}'v_kS(k)-\frac N2\int\!\frac{d^3k}{(2\pi)^3}v_k ,\\
V_\infty&=\Omega\int\!\frac{d^3k}{(2\pi)^3}\frac n2v_kS(k)-\frac N2\int\!\frac{d^3k}{(2\pi)^3}v_k ,
\end{align}
where $V_\infty$ is the bulk potential energy of $N$ electrons. Assume that $S$ in the cell equals the bulk $S$ at the cell's wavevectors. Then, with $f=\frac n2v_kS$, $\Delta V=\Omega\int d^3k\,f/(2\pi)^3-\sum'f$.

Let $\tilde f(\mathbf r)=\int d^3k\,f\,e^{i\mathbf k\cdot\mathbf r}/(2\pi)^3$. The periodic function $\sum_{\mathbf R}\tilde f(\mathbf r+\mathbf R)$, summed over the cell's lattice vectors, has Fourier coefficients $f(\mathbf k)/\Omega$. Setting $\mathbf r=0$ gives $\sum_{\mathbf k}f=\Omega\sum_{\mathbf R}\tilde f(\mathbf R)$. Separating $\mathbf k=0$ on the left and $\mathbf R=0$ on the right,
\begin{equation}
\Omega\int\!\frac{d^3k}{(2\pi)^3}f-{\sum_{\mathbf k}}'f=f(0)-\Omega\sum_{\mathbf R\ne0}\tilde f(\mathbf R),
\label{poisson}
\end{equation}
where $f(0)$ means the limit $k\to0$. The last term vanishes for large $L$ if $\tilde f$ falls faster than $r^{-3}$. The leading error is the value $f(0)$ that the cell omits.

\subsection*{One oscillator per wavevector}

Since $\rho_{-\mathbf k}=\rho_{\mathbf k}^*$, the pair $\pm\mathbf k$ has two real coordinates, $q_1=\sqrt2\sum_j\cos\mathbf k\cdot\mathbf r_j$ and $q_2=\sqrt2\sum_j\sin\mathbf k\cdot\mathbf r_j$, with $|\rho_{\mathbf k}|^2=(q_1^2+q_2^2)/2$. The pair's potential energy is $2\,v_k|\rho_{\mathbf k}|^2/(2\Omega)=\frac12K(q_1^2+q_2^2)$ with stiffness $K=v_k/\Omega$. For a wavefunction $\psi(q_1,q_2)$ the chain rule gives the kinetic energy density $\frac12\sum_j|\nabla_j\psi|^2=\frac12\sum_{ab}g_{ab}\,\partial_a\psi\,\partial_b\psi$ with $g_{ab}=\sum_j\nabla_jq_a\cdot\nabla_jq_b$. Explicitly,
\begin{equation}
g_{11},\,g_{22}=k^2\Big(N\mp\sum_j\cos2\mathbf k\cdot\mathbf r_j\Big),\qquad g_{12}=-k^2\sum_j\sin2\mathbf k\cdot\mathbf r_j .
\end{equation}
The random-phase approximation (RPA) drops the oscillating sums, and the similar couplings between different $\mathbf k$. For random positions they are of order $\sqrt N$ against $N$. Each $q$ then has inverse mass $1/M=Nk^2$, and
\begin{equation}
\omega^2=\frac KM=Nk^2\,\frac{4\pi}{\Omega k^2}=4\pi n=\omega_p^2 .
\end{equation}
The change of variables also brings a weight $J(q)\propto e^{-q^2/2N}$, the large-$N$ distribution of $q$ for uniform random positions, whose variance is $N$. Put $\psi=\phi/\sqrt J$ and $a=(\ln\sqrt J)'=-q/2N$. Then $J\psi'^2=\phi'^2-(\phi^2)'a+\phi^2a^2$, and integration by parts turns this into $\phi'^2+\phi^2(a'+a^2)$. The added potential is $\frac12Nk^2(a'+a^2)=k^2q^2/8N-k^2/4$, which raises $\omega^2$ by $k^4/4$ and shifts the energy by $-k^2/4$. Both vanish as $k\to0$. Fermi statistics are ignored in this picture and are restored below.

In the oscillator ground state $\langle q^2\rangle=1/(2M\omega_p)=Nk^2/(2\omega_p)$, so
\begin{equation}
S(k)\to\frac{k^2}{2\omega_p},\qquad f(0)=\frac n2\,\frac{4\pi}{k^2}\,\frac{k^2}{2\omega_p}=\frac{4\pi n}{4\omega_p}=\frac{\omega_p}4 .
\end{equation}
Two oscillators per pair is one per wavevector. Each has energy $\omega_p/2$, of which $\frac12K\langle q^2\rangle=\omega_p/4$ is potential and the other $\omega_p/4$ kinetic.

\subsection*{The total energy}

The kinetic half also follows from a coupling-constant integration, which takes from the oscillator picture only the result $S\to k^2/2\omega_p$. Let $H_\lambda=T+\lambda W$, with $W$ the Coulomb interaction. The Hellmann--Feynman theorem gives $dE/d\lambda=\langle W\rangle_\lambda=V_\lambda/\lambda$. At $\lambda=0$ there is no size error by assumption, and the term $-\frac N2\int v_k$ is common to cell and bulk at every $\lambda$. So $\Delta E$ is the left side of Eq.~(\ref{poisson}) for
\begin{equation}
\epsilon(k)=\int_0^1\frac{d\lambda}\lambda f_\lambda(k),\qquad f_\lambda=\frac n2\lambda v_kS_\lambda(k).
\end{equation}
Scaling $v_k\to\lambda v_k$ scales $\omega_p\to\sqrt\lambda\,\omega_p$, so $f_\lambda(0)=\sqrt\lambda\,\omega_p/4$ and $\epsilon(0)=\frac{\omega_p}4\int_0^1\lambda^{-1/2}d\lambda=\omega_p/2$.

This exchanged $k\to0$ with the $\lambda$ integral, which can be checked for fermions in the RPA. The density response at imaginary frequency is $\chi(k,iu)=-\Omega^{-1}\sum_m|\langle m|\rho_{\mathbf k}|0\rangle|^2\,2\omega_m/(\omega_m^2+u^2)$, with excitation energies $\omega_m$. Because $\int_0^\infty2\omega\,du/(\omega^2+u^2)=\pi$, completeness gives $S=-(\pi n)^{-1}\int_0^\infty\chi\,du$. With $\chi_\lambda=\chi_0/(1-\lambda v_k\chi_0)$ and $\partial_\lambda\ln(1-\lambda v_k\chi_0)=-v_k\chi_0/(1-\lambda v_k\chi_0)$,
\begin{equation}
f_\lambda=\frac1{2\pi}\int_0^\infty\!du\,\frac{-\lambda v_k\chi_0}{1-\lambda v_k\chi_0},\qquad
\epsilon(k)=\frac1{2\pi}\int_0^\infty\!du\,\ln[1-v_k\chi_0(k,iu)] .
\label{rpa}
\end{equation}
The noninteracting (Lindhard) response, with a factor 2 for spin, is
\begin{equation}
\chi_0=-2\int_{p<k_F}\!\frac{d^3p}{(2\pi)^3}F(\Delta),\quad F(\Delta)=\frac{2\Delta}{\Delta^2+u^2},\quad\Delta=kp_z+\frac{k^2}2 ,
\end{equation}
with $z$ along $\mathbf k$. No blocking factor is needed: transitions ending inside the sphere cancel in pairs, since $\mathbf p\to-\mathbf p-\mathbf k$ reverses $\Delta$ and $F$ is odd. For small $k$, $F\approx F(kp_z)+\frac k2\,\partial_{p_z}F(kp_z)$, and the odd first term integrates to zero. Slice the sphere into discs of area $\pi(k_F^2-p_z^2)$ and integrate by parts:
\begin{align}
\int\!d^3p\,F&=\frac k2\int_{-k_F}^{k_F}\!2\pi p_z\,\frac{2kp_z}{k^2p_z^2+u^2}\,dp_z=4\pi k_F\,g(x),\\
g(x)&=\int_0^1\!\frac{s^2\,ds}{s^2+x^2}=1-x\arctan\frac1x,\qquad x=\frac u{kk_F}.
\end{align}
Thus $\chi_0=-k_Fg/\pi^2$, and $n=k_F^3/3\pi^2$ gives $-v_k\chi_0=(\omega_p^2/u^2)\,G(x)$ with $G=3x^2g$. As $k\to0$ at fixed $u$, $x\to\infty$ and $G=1-3/(5x^2)+\dots\to1$. The integral $I(w)=\int_0^\infty\ln(1+w^2/u^2)\,du$ has $dI/dw=\int_0^\infty2w\,du/(u^2+w^2)=\pi$ and $I(0)=0$, so $\epsilon(0)=\pi\omega_p/2\pi=\omega_p/2$. The same limit in $f_1$ gives $f_1(0)=\frac1{2\pi}\int_0^\infty\omega_p^2\,du/(u^2+\omega_p^2)=\omega_p/4$, which is the potential part and confirms $S\to k^2/2\omega_p$ for fermions; the remainder $\omega_p/4$ is kinetic. To leading order, at the RPA level,
\begin{equation}
\Delta E=\frac{\omega_p}2\ \text{per cell},\qquad\frac{\Delta E}N=\frac{\omega_p}{2N},\qquad\Delta V=\Delta T=\frac{\omega_p}4 .
\end{equation}
The sign is positive: the cell lacks a positive energy, so its energy is too low.

\subsection*{Why one mode, and why the cell lacks it}

Displace the electrons by $\boldsymbol\xi e^{i\mathbf k\cdot\mathbf r}$. The density change is $-n\nabla\cdot(\boldsymbol\xi e^{i\mathbf k\cdot\mathbf r})=-in\,\mathbf k\cdot\boldsymbol\xi\,e^{i\mathbf k\cdot\mathbf r}$, the potential energy of an electron is $v_k$ times this, and the force is minus its gradient:
\begin{equation}
\mathbf F=-i\mathbf k\,v_k(-in\,\mathbf k\cdot\boldsymbol\xi)\,e^{i\mathbf k\cdot\mathbf r}=-\omega_p^2\,\hat{\mathbf k}(\hat{\mathbf k}\cdot\boldsymbol\xi)\,e^{i\mathbf k\cdot\mathbf r}.
\end{equation}
The force matrix $\omega_p^2\hat{\mathbf k}\hat{\mathbf k}$ has eigenvalues $\omega_p^2,0,0$ for every direction $\hat{\mathbf k}$. Transverse displacements pile up no charge, so the limit holds one zero-point energy and not three. At $\mathbf k=0$ itself the displacement is a rigid translation. The Ewald energy depends only on differences $\mathbf r_i-\mathbf r_j$, so all three frequencies are zero. In the bulk, the wavevectors in the volume $(2\pi)^3/\Omega$ around the origin carry plasmons worth $\omega_p/2$ per cell volume; the cell represents that region by a free centre of mass worth nothing.

The numerical check tests this count on a system that uses no RPA, the harmonic bcc Wigner crystal, whose zero-point energy is $\frac12\sum_{\mathbf k}\sum_j\omega_j(\mathbf k)$. At $|\mathbf k|a=0.01$ ($a$ the cube edge) along $(123)$ the frequencies are $0.00067$, $0.00111$ and $1.00000$ in units of $\omega_p$. A fit over supercells with a free $1/N$ coefficient gives $0.496\,\omega_p$, required to lie within $0.01\,\omega_p$ of $\omega_p/2$.

\subsection*{Your cell}

For $r_s=2$, $n=0.029842\ \text{bohr}^{-3}$, $\Omega=54/n=1809.56\ \text{bohr}^3$ and $L=12.1859$ bohr. Then
\begin{align}
\omega_p&=\sqrt{3/2^3}=0.612372\ \text{Ha}=16.664\ \text{eV},\\
\Delta E&=0.612372/2=0.306186\ \text{Ha per cell},\\
\Delta E/N&=0.306186/54=5.67\ \text{mHa}=0.154\ \text{eV per electron}.
\end{align}
That is $5.7$ mHa per electron, $2.84$ mHa each from potential and kinetic energy. It falls as $1/N$, to $0.71$ mHa at $N=432$. Evaluating Eq.~(\ref{rpa}) with the full Lindhard function at $k=10^{-4}k_F$ gives $0.153093$ Ha potential and $0.153060$ Ha kinetic, against $\omega_p/4=0.153093$ Ha.

\subsection*{How far to trust it}

The small kinetic deficit in those numbers is the start of the next term. Use the small-$k$ form of $\chi_0$; the next term of the expansion of $F$ changes it by a relative amount of order $k^2/[k_F^2(1+x^2)]$, which alters $\epsilon$ only at order $k^3$. Subtract the limit and set $u=kk_Fx$:
\begin{equation}
\epsilon(k)-\frac{\omega_p}2=\frac{kk_F}{2\pi}\int_0^\infty\!dx\,\ln\frac{u^2+\omega_p^2G}{u^2+\omega_p^2}.
\end{equation}
Since $g<\int_0^1s^2ds/x^2$, we have $0<G<1$, so the ratio lies between $G$ and 1 and tends to $G$ as $k\to0$ at fixed $x$. The bound $|\ln G|$ is integrable ($G\approx3x^2$ at small $x$, $1-G\approx3/5x^2$ at large $x$), so the limit may be taken inside:
\begin{equation}
\epsilon(k)=\frac{\omega_p}2-ck+O(k^2),\qquad c=-\frac{k_F}{2\pi}\int_0^\infty\!\ln G\,dx>0 .
\end{equation}
The term comes from $u\sim kk_F$, the particle--hole frequencies. In the RPA it is purely kinetic. The same subtraction for $f_1$ has the integrand $\omega_p^2u^2(G-1)/[(u^2+\omega_p^2G)(u^2+\omega_p^2)]$. For $x\lesssim1$, $G$ is of order $x^2$ and the integrand is of order $u^2/\omega_p^2G\sim k^2k_F^2/\omega_p^2$. For large $x$, $u^2(G-1)\approx-\frac35k^2k_F^2$. Either way it is $O(k^2)$.

The term $-c|\mathbf k|$ is not smooth at the origin and feeds the last term of Eq.~(\ref{poisson}). With a damping factor $e^{-\eta k}$, the transform of $|\mathbf k|$ is
\begin{equation}
\frac1{2\pi^2r}\int_0^\infty\!k^2\sin(kr)\,e^{-\eta k}dk=\frac1{2\pi^2r}\,\mathrm{Im}\frac2{(\eta-ir)^3}\;\to\;-\frac1{\pi^2r^4},
\end{equation}
because $(-ir)^3=ir^3$. A pure $k^2$ term transforms to $-\nabla^2\delta(\mathbf r)$ and contributes nothing at $\mathbf R\ne0$. With $\mathbf R=L\mathbf m$, $\mathbf m$ integer,
\begin{equation}
\Delta E\approx\frac{\omega_p}2-L^3\frac c{\pi^2L^4}\sum_{\mathbf m\ne0}\frac1{m^4}=\frac{\omega_p}2-c\,\zeta\,\frac{2\pi}L,\qquad\zeta=\frac1{2\pi^3}\sum_{\mathbf m\ne0}\frac1{m^4}.
\end{equation}
This is $N^{-1/3}$ relative to the leading term. Here $\zeta=16.532/2\pi^3=0.2666$, $k_F=0.95958\ \text{bohr}^{-1}$, $c=0.95958\times2.23193/2\pi=0.34086$ Ha\,bohr and $2\pi/L=0.51561\ \text{bohr}^{-1}$. The product $0.34086\times0.2666\times0.51561$ is $0.0469$ Ha per cell, or $0.87$ mHa per electron, which leaves $0.2593$ Ha per cell.

The numerical check after this answer also evaluates the integral minus the sum of the full $\epsilon(k)$. This is a model: it puts the bulk $\chi_0$ on the cell's grid. It gives $0.2593$ Ha at $N=54$, or $4.8$ mHa per electron, $15\%$ below $\omega_p/2$. The ratio to $\omega_p/2$ rises slowly, through $0.85$, $0.92$, $0.95$ and $0.97$ for $N=54$, $432$, $1458$ and $6750$. The close match of the two-term formula at $N=54$ should not be read as its accuracy. At $N=432$ the sum is $0.2817$ Ha against $0.2828$ Ha, a larger gap, and the gap changes sign at $N=1458$. My conjecture is that this is an oscillating contribution from the singularity of $\chi_0$ at $2k_F$. A jump in the second derivative of $\epsilon(k)$ there would make $\tilde\epsilon(\mathbf r)$ oscillate as $\cos(2k_Fr)/r^4$. That also contributes to $\Delta E$ at order $1/L$, so the two-term formula would hold only the non-oscillating part of that order.

Equation~(\ref{poisson}) does not require $\epsilon$ to be near $\omega_p/2$ on the grid, only that $\tilde\epsilon(\mathbf R)$ be small. At your smallest wavevector $\epsilon$ is already down to $0.178$ Ha. The sign of the next term depends on the system: the 54-electron harmonic crystal misses $54\times(0.767081-0.756013)=0.598\,\omega_p$, which is above $\omega_p/2$. Transverse branches rising linearly in $k$ act like a negative $c$ and would give this sign; I have not computed their anisotropic sum, so that attribution is a conjecture.

The result needs the Ewald interaction with $\mathbf k=0$ removed, the one-particle error removed separately, and $S$ in the cell close to its bulk value. The last condition is only approximately met at $N=54$. For free electrons with $N$ fixed at every twist, $S$ at $\mathbf k=(2\pi/L)(1,1,1)$ is $0.650$ against $0.648$ in the bulk, and the differences summed over the grid raise the cell energy by $0.4$ mHa per electron at first order in the bare interaction, which would lower the correction by that amount; I have not computed this for the interacting gas. It also needs a gapped plasmon. In two dimensions $v_k=2\pi/k$ gives $\omega^2=Nk^2v_k/\Omega=2\pi nk\to0$, and the constant term is absent. In a variational calculation $S$ is that of the trial function, so $f(0)$ equals $\omega_p/4$ only if the Jastrow factor yields $S\to k^2/2\omega_p$. For your cell, add $5.7$ mHa per electron as the leading correction, and take the RPA model's $0.9$ mHa reduction as an estimate of the next term when $S$ has its bulk form; the shell effects of fixed $N$ noted above are of comparable size and are not included in it.

\section*{Calculated quantities}
\begin{verbatim}
rs = 2.0 bohr, N = 54
n = 0.029842 bohr^-3
cell volume = 1809.56 bohr^3
L = 12.1859 bohr
kF = 0.95958 bohr^-1
dk = 2 pi/L = 0.51561 bohr^-1
wp = 0.612372 Ha = 16.664 eV
wp/4 = 0.153093 Ha per cell
wp/2 = 0.306186 Ha per cell = 8.332 eV
wp/(4N) = 2.8351 mHa per electron
wp/(2N) = 5.6701 mHa per electron = 0.1543 eV
wp/(2N) at N = 432: 0.7088 mHa per electron
single-pole log integral = 0.306186 Ha
1/(2 wp) = 0.816497 bohr^2; RPA S/k^2 at k = 1e-4 kF: 0.816497 bohr^2
RPA at k = 1e-4 kF: eps = 0.306154 Ha, pot = 0.153093 Ha, kin = 0.153060 Ha
RPA at k = dk: eps = 0.178021 Ha, pot = 0.131888 Ha
coupling-constant integral at k = dk: 0.178021 Ha
metric/(N k^2): 0.9965, 1.0035, off-diagonal -0.0005
Madelung vM*L = -2.837297 Ha bohr
sum of m^-4 = 16.532; zeta = 0.2666; zeta from k sum = 0.2666
log integral in c = -2.23193 (dimensionless)
c = 0.34086 Ha bohr; numerical slope = 0.34086 Ha bohr
c zeta dk at N = 54: 0.04686 Ha per cell = 0.868 mHa per electron
N = 54: RPA sum 0.25928 Ha, two terms 0.25933 Ha, ratio to wp/2 0.8468
N = 432: RPA sum 0.28168 Ha, two terms 0.28276 Ha, ratio to wp/2 0.9200
N = 1458: RPA sum 0.29095 Ha, two terms 0.29057 Ha, ratio to wp/2 0.9503
N = 6750: RPA sum 0.29644 Ha, two terms 0.29682 Ha, ratio to wp/2 0.9682
RPA size error at N = 54: 4.802 mHa per electron
bcc frequencies at |k| a = 0.01 along (123): 0.00067, 0.00111, 1.00000 wp
bcc zero-point energy, infinite crystal = 0.767081 wp per electron
bcc fitted 1/N coefficient = 0.4963 wp
bcc N = 54: zero-point = 0.756013 wp per electron
bcc N = 54: missing energy = 0.5977 wp per cell
\end{verbatim}
